# Steady Electromigration Stress in a Blocked Line of Arbitrary Width: a program that tests the result

```python
"""
Result under test: in a metal line whose ends block atoms but pass current,
the steady stress difference is
    stress(L) - stress(0) = Z e [phi(L) - phi(0)] / Omega
for any width profile, if the effective charge Z is uniform.
Symbols: stress is hydrostatic, tension positive; phi is electric potential;
Omega is the volume per atom; Z < 0 means atoms drift with the electrons.
x = 0 is the narrow end of the example line, x = L the wide end.
Working units: nm, eV, V, A, K. Stresses are printed in MPa.
Material inputs are rough typical values or model choices, not measurements.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import j1, y1

# ---------------- inputs ----------------
lattice_a, lattice_c = 0.251, 0.407        # nm, hcp cobalt, rough
length, height = 5000.0, 40.0              # nm
w_narrow, w_wide = 20.0, 60.0              # nm
current = 40e-6                            # A
resistivity_uohm_cm = 25.0                 # narrow line at test temperature
charge = -1.0                              # effective charge, model choice
temp_test, temp_use = 573.0, 378.0         # K
modulus_gpa = 100.0                        # effective modulus of confined line

MPA = sc.e / 1e-27 / 1e6                   # MPa per eV/nm^3
k_b = sc.k / sc.e                          # eV/K
resistivity = 10.0 * resistivity_uohm_cm   # ohm nm
modulus = modulus_gpa * 1e3 / MPA          # eV/nm^3
omega = np.sqrt(3) / 4 * lattice_a**2 * lattice_c
ratio = w_wide / w_narrow
fine_x = np.linspace(0.0, length, 8001)


def taper(x):
    return w_narrow + (w_wide - w_narrow) * x / length


def wavy(x):
    return 40.0 * (1 + 0.5 * np.sin(7 * x / length))


def potential(width, amps):
    """Potential on fine_x, rising with x for positive amps."""
    field = amps * resistivity / (height * width(fine_x))
    return cumulative_trapezoid(field, fine_x, initial=0.0)


def hopping_steady_state(width, phi, charge_of_x, cells=80):
    """Evolve atom numbers in elastic cells; return the two end stresses.

    Each hop moves one atom; its energy is the change of strain energy plus
    the electrical work. Sites are full, so attempts do not depend on filling.
    """
    dx = length / cells
    centre = (np.arange(cells) + 0.5) * dx
    face = centre[:-1] + dx / 2
    volume = height * width(centre) * dx
    middle = 0.5 * (fine_x[1:] + fine_x[:-1])
    work_fine = np.concatenate(
        ([0.0], np.cumsum(charge_of_x(middle) * np.diff(phi))))
    work_step = np.diff(np.interp(centre, fine_x, work_fine))
    attempts = width(face) / 40.0 * (1 + 0.8 * np.sin(9 * face / length))
    thermal = k_b * temp_test

    def strain_energy(extra):
        return modulus * (omega * extra)**2 / (2 * volume)

    def rate(_, extra):
        here = strain_energy(extra)
        gain = strain_energy(extra + 1) - here
        loss = strain_energy(extra - 1) - here
        forward = loss[:-1] + gain[1:] + work_step
        backward = gain[:-1] + loss[1:] - work_step
        flow = attempts * (np.exp(-forward / (2 * thermal))
                           - np.exp(-backward / (2 * thermal)))
        change = np.zeros(cells)
        change[:-1] -= flow
        change[1:] += flow
        return change

    # Small-drive Jacobian, used only to speed up the implicit solver.
    stiffness = modulus * omega**2 / (volume * thermal)
    jacobian = np.zeros((cells, cells))
    for i in range(cells - 1):
        for row, sign in ((i, -1.0), (i + 1, 1.0)):
            jacobian[row, i] += sign * attempts[i] * stiffness[i]
            jacobian[row, i + 1] -= sign * attempts[i] * stiffness[i + 1]
    run = solve_ivp(rate, (0.0, 1e10), np.zeros(cells), method="BDF",
                    jac=jacobian, rtol=1e-8, atol=1e-2)
    assert run.success
    extra = run.y[:, -1]
    assert abs(extra.sum()) < 1e-5 * np.abs(extra).sum()
    stress = -modulus * omega * extra / volume * MPA
    return (1.5 * stress[0] - 0.5 * stress[1],
            1.5 * stress[-1] - 0.5 * stress[-2])


def stepped_plate(charge_slope):
    """2D line with an abrupt step, random mobility, unit voltage, Omega = 1.

    Only zero net flow into each cell is imposed. Returns the end-to-end
    stress difference and the largest flux relative to the largest drive.
    """
    nx, ny = 40, 16
    sites = [(i, j) for i in range(nx) for j in range(ny)
             if i < nx // 2 or j < 6]
    index = {site: n for n, site in enumerate(sites)}
    bonds, heights = [], []
    for (i, j), n in index.items():
        for other in ((i + 1, j), (i, j + 1)):
            if other in index:
                bonds.append((n, index[other]))
                heights.append((j + other[1]) / (2 * ny))
    diff = np.zeros((len(bonds), len(sites)))
    for b, (start, end) in enumerate(bonds):
        diff[b, start], diff[b, end] = -1.0, 1.0
    conduct = diff.T @ diff
    source = np.zeros(len(sites))
    for (i, j), n in index.items():
        if i in (0, nx - 1):
            conduct[n, n] += 2.0
            source[n] = 2.0 if i == nx - 1 else 0.0
    phi = np.linalg.solve(conduct, source)
    mobility = np.random.default_rng(3).uniform(0.2, 2.0, len(bonds))
    local_charge = 1 + charge_slope * np.array(heights)
    drive = mobility * local_charge * (diff @ phi)
    matrix = diff.T @ (mobility[:, None] * diff)
    stress = np.zeros(len(sites))
    stress[1:] = np.linalg.solve(matrix[1:, 1:], (diff.T @ drive)[1:])
    flux = mobility * (diff @ stress) - drive

    def column(i):
        return np.mean([stress[n] for (k, _), n in index.items() if k == i])

    left = 1.5 * column(0) - 0.5 * column(1)
    right = 1.5 * column(nx - 1) - 0.5 * column(nx - 2)
    return right - left, np.max(np.abs(flux)) / np.max(np.abs(drive))


# ---------------- derived formulas for the example ----------------
resistance = (resistivity * length * np.log(ratio)
              / (height * (w_wide - w_narrow)))
drop = current * resistance
# Evaluate the main formula in atomic units (e = 1), then convert.
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
difference_au = charge * (drop / hartree) / (omega / bohr**3)
difference = difference_au * hartree / bohr**3 * MPA
mean_log = ratio**2 * np.log(ratio) / (ratio**2 - 1) - 0.5
narrow_stress = -difference * mean_log / np.log(ratio)
wide_stress = narrow_stress + difference


def uniform_charge(x):
    return charge + 0.0 * x


# ---------------- tests of the main result ----------------
resistance_quad = quad(lambda x: resistivity / (height * taper(x)),
                       0, length)[0]
assert abs(resistance / resistance_quad - 1) < 1e-9

phi_taper = potential(taper, current)
hop_narrow, hop_wide = hopping_steady_state(taper, phi_taper, uniform_charge)
hop_difference = hop_wide - hop_narrow
# Tolerance covers extrapolation from cell centres to the line ends.
tol = 3e-3 * abs(difference)
assert abs(hop_difference - difference) < tol
assert abs(hop_narrow - narrow_stress) < tol
assert abs(hop_wide - wide_stress) < tol

wavy_current = current * drop / potential(wavy, current)[-1]
wavy_ends = hopping_steady_state(wavy, potential(wavy, wavy_current),
                                 uniform_charge)
wavy_difference = wavy_ends[1] - wavy_ends[0]
assert abs(wavy_difference - difference) < tol
assert abs(wavy_ends[0] - hop_narrow) > 10 * tol

reverse_ends = hopping_steady_state(taper, -phi_taper, uniform_charge)
assert abs(reverse_ends[1] + wide_stress) < tol
assert abs(reverse_ends[0] + narrow_stress) < tol

plate_ratio, plate_flux = stepped_plate(0.0)
_, uneven_flux = stepped_plate(1.0)
assert abs(plate_ratio - 1) < 1e-8 and plate_flux < 1e-8
assert uneven_flux > 0.01

# ---------------- uneven effective charge ----------------
w_middle = taper(length / 2)
narrow_share = np.log(w_middle / w_narrow) / np.log(ratio)
weak_narrow = difference * (1 - 0.5 * narrow_share)
weak_wide = difference * (1 - 0.5 * (1 - narrow_share))
for expected, weak_side in ((weak_narrow, "narrow"), (weak_wide, "wide")):
    def half_charge(x, side=weak_side):
        weak = x < length / 2 if side == "narrow" else x >= length / 2
        return np.where(weak, 0.5 * charge, charge)
    ends = hopping_steady_state(taper, phi_taper, half_charge)
    assert abs(ends[1] - ends[0] - expected) < tol

# ---------------- slowest relaxation mode of the taper ----------------
s_start = w_narrow / (w_wide - w_narrow)
s_end = s_start + 1.0
q_length = brentq(lambda q: j1(q * s_start) * y1(q * s_end)
                  - j1(q * s_end) * y1(q * s_start), 2.5, 4.5)
n_mode = 200
step = 1.0 / n_mode
mode_face = taper(np.arange(1, n_mode) * step * length) / step
mode_mass = taper((np.arange(n_mode) + 0.5) * step * length) * step
mode_matrix = np.zeros((n_mode, n_mode))
for i, g in enumerate(mode_face):
    mode_matrix[i:i + 2, i:i + 2] += g * np.array([[1, -1], [-1, 1]])
eigenvalues = eigh(mode_matrix, np.diag(mode_mass), eigvals_only=True)
q_numeric = np.sqrt(eigenvalues[1])
assert abs(q_numeric / q_length - 1) < 1e-3

diffusion_prefactor = 1e-2                 # cm^2/s, assumed
activation = 1.7                           # eV, assumed


def relaxation_hours(temp):
    diffusivity = (diffusion_prefactor * 1e14
                   * np.exp(-activation / (k_b * temp)))
    q = q_length / length
    return k_b * temp / (diffusivity * modulus * omega * q**2) / 3600


# ---------------- sizes of other neglected effects ----------------
size_coefficient = 100.0                   # micro-ohm cm nm, rough


def sized_resistivity(x):
    return (resistivity_uohm_cm
            + size_coefficient * (1 / taper(x) - 1 / w_middle))


plain = quad(lambda x: resistivity_uohm_cm / taper(x), 0, length)[0]
sized = quad(lambda x: sized_resistivity(x) / taper(x), 0, length)[0]
size_change = 100 * (plain / sized - 1)    # at fixed voltage drop

oxide_thickness, oxide_conductivity = 100.0, 1.0   # nm, W/(m K)
heat_of_transport = 0.5                            # eV, assumed magnitude


def heating(width):
    watts_per_m = current**2 * resistivity / (height * width) * 1e9
    return watts_per_m * oxide_thickness / (oxide_conductivity * width)


heat_difference = heating(w_narrow) - heating(w_wide)
thermal_stress = (heat_of_transport * heat_difference
                  / (temp_test * omega) * MPA)
surface_energy = 2.0                               # J/m^2, rough
flaw_radius = 2 * surface_energy / narrow_stress * 1e3
volume_change = 100 * narrow_stress / (modulus_gpa * 1e3)

# ---------------- printed numbers ----------------
print("INPUTS (rough values or model choices)")
print(f"hcp-Co lattice a, c: {lattice_a:.3f}, {lattice_c:.3f} nm")
print(f"volume per atom: {omega:.5f} nm^3")
print(f"length, thickness: {length:.0f}, {height:.0f} nm")
print(f"narrow, wide width: {w_narrow:.0f}, {w_wide:.0f} nm")
print(f"current: {current * 1e6:.0f} microampere")
print(f"resistivity: {resistivity_uohm_cm:.0f} micro-ohm cm")
print(f"effective charge Z*: {charge:.0f}")
print(f"test, use temperature: {temp_test:.0f}, {temp_use:.0f} K")
print(f"effective modulus: {modulus_gpa:.0f} GPa")
print("RESULTS, cathode at narrow end x=0")
j_narrow = current / (w_narrow * height) * 1e8
j_wide = current / (w_wide * height) * 1e8
print(f"current density narrow, wide: {j_narrow:.2f}, {j_wide:.2f} MA/cm^2")
print(f"resistance: {resistance:.1f} ohm")
print(f"voltage drop phi(L)-phi(0): {drop * 1e3:.2f} mV")
print(f"stress difference, formula: {difference:.1f} MPa")
print(f"same, converted: {difference / MPA / 1e3:.6f} eV/angstrom^3")
print(f"stress difference, hopping: {hop_difference:.1f} MPa")
print(f"narrow cathode stress, formula: {narrow_stress:.1f} MPa")
print(f"narrow cathode stress, hopping: {hop_narrow:.1f} MPa")
print(f"wide anode stress, formula: {wide_stress:.1f} MPa")
print(f"wide anode stress, hopping: {hop_wide:.1f} MPa")
print(f"reversed: wide cathode, hopping: {reverse_ends[1]:.1f} MPa")
print(f"reversed: narrow anode, hopping: {reverse_ends[0]:.1f} MPa")
print(f"straight line, same voltage: +/-{abs(difference) / 2:.1f} MPa")
print(f"wavy line difference, hopping: {wavy_difference:.1f} MPa")
print(f"wavy line ends: {wavy_ends[0]:.1f}, {wavy_ends[1]:.1f} MPa")
print(f"2D step, difference/formula: {plate_ratio:.6f}")
print(f"2D uneven Z*, max flux/max drive: {uneven_flux:.3f}")
print("NEGLECTED EFFECTS")
print(f"voltage share of narrow half: {100 * narrow_share:.1f} %")
print(f"Z* halved in narrow half, difference: {weak_narrow:.1f} MPa")
print(f"Z* halved in wide half, difference: {weak_wide:.1f} MPa")
print(f"size coefficient: {size_coefficient:.0f} micro-ohm cm nm")
print(f"resistivity narrow end: {sized_resistivity(0):.2f} micro-ohm cm")
print(f"resistivity wide end: {sized_resistivity(length):.2f} micro-ohm cm")
print(f"Z*~1/resistivity, change at fixed voltage: {size_change:.2f} %")
print(f"oxide thickness: {oxide_thickness:.0f} nm")
print(f"oxide conductivity: {oxide_conductivity:.1f} W/(m K)")
print(f"heating narrow, wide: {heating(w_narrow):.2f}, "
      f"{heating(w_wide):.2f} K")
print(f"heat of transport: {heat_of_transport:.1f} eV")
print(f"thermomigration stress size: {thermal_stress:.1f} MPa")
print(f"elastic change of atomic volume: {volume_change:.2f} %")
print(f"surface energy: {surface_energy:.1f} J/m^2")
print(f"flaw radius opened at peak tension: {flaw_radius:.1f} nm")
print(f"slowest mode qL, Bessel: {q_length:.4f}")
print(f"slowest mode qL, finite volume: {q_numeric:.4f}")
print(f"diffusion prefactor: {diffusion_prefactor:.2f} cm^2/s")
print(f"activation energy: {activation:.1f} eV")
print(f"relaxation time at test: {relaxation_hours(temp_test):.1e} h")
print(f"relaxation time in use: {relaxation_hours(temp_use):.1e} h")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (rough values or model choices)
hcp-Co lattice a, c: 0.251, 0.407 nm
volume per atom: 0.01110 nm^3
length, thickness: 5000, 40 nm
narrow, wide width: 20, 60 nm
current: 40 microampere
resistivity: 25 micro-ohm cm
effective charge Z*: -1
test, use temperature: 573, 378 K
effective modulus: 100 GPa
RESULTS, cathode at narrow end x=0
current density narrow, wide: 5.00, 1.67 MA/cm^2
resistance: 858.3 ohm
voltage drop phi(L)-phi(0): 34.33 mV
stress difference, formula: -495.4 MPa
same, converted: -0.003092 eV/angstrom^3
stress difference, hopping: -495.3 MPa
narrow cathode stress, formula: 331.9 MPa
narrow cathode stress, hopping: 331.8 MPa
wide anode stress, formula: -163.5 MPa
wide anode stress, hopping: -163.6 MPa
reversed: wide cathode, hopping: 163.6 MPa
reversed: narrow anode, hopping: -331.8 MPa
straight line, same voltage: +/-247.7 MPa
wavy line difference, hopping: -495.4 MPa
wavy line ends: 192.0, -303.3 MPa
2D step, difference/formula: 1.000000
2D uneven Z*, max flux/max drive: 0.081
NEGLECTED EFFECTS
voltage share of narrow half: 63.1 %
Z* halved in narrow half, difference: -339.1 MPa
Z* halved in wide half, difference: -404.0 MPa
size coefficient: 100 micro-ohm cm nm
resistivity narrow end: 27.50 micro-ohm cm
resistivity wide end: 24.17 micro-ohm cm
Z*~1/resistivity, change at fixed voltage: -2.09 %
oxide thickness: 100 nm
oxide conductivity: 1.0 W/(m K)
heating narrow, wide: 2.50, 0.28 K
heat of transport: 0.5 eV
thermomigration stress size: 28.0 MPa
elastic change of atomic volume: 0.33 %
surface energy: 2.0 J/m^2
flaw radius opened at peak tension: 12.1 nm
slowest mode qL, Bessel: 3.2712
slowest mode qL, finite volume: 3.2712
diffusion prefactor: 0.01 cm^2/s
activation energy: 1.7 eV
relaxation time at test: 4.1e+03 h
relaxation time in use: 1.4e+11 h
ALL CHECKS PASSED
```
